**Deep-strong ground state of the extended Dicke model**

The program tests that, for an even number $N$ of emitters, the ground state of $H=\omega_ca^\dagger a+\omega_0S_z+g(a+a^\dagger)S_x+(g^2/\omega_c)S_x^2$ approaches zero photons times the collective spin state $S=N/2$, $m_x=0$ when $g\gg\omega_c$. Here $\omega_c$ is the mode frequency, $\omega_0$ the emitter frequency, $g$ the coupling, and $S_x,S_z$ are collective spin operators. It diagonalizes $H$ for $N=4$ in the full emitter space and a truncated photon space. It asserts the agreement of the original and polaron frames, the operator bounds, the effective levels at $g/\omega_c=6$, the photon bound $\langle a^\dagger a\rangle\le(g/\omega_c)^2\langle S_x^2\rangle$, and the leading laws at $g/\omega_c=8$ and 12. It also asserts that random product states obey the separability inequality, which the limiting state violates by $N^2/4$. For $\omega_0=\omega_c$, the output shows the photon number falling from 0.79 at $g/\omega_c=3$ to 0.008 at 4, while the emitter entanglement approaches its limiting value. Two contrasting cases, odd $N$ and a missing $S_x^2$ term, keep many photons, close to $g^2/(4\omega_c^2)$ and $N^2g^2/(4\omega_c^2)$ respectively.

## Verification by program

```python
# Extended Dicke model, energies in units of the mode frequency wc = 1:
#   H = a'a + w0 Sz + eta (a + a') Sx + eta^2 Sx^2,   eta = g/wc, x = eta^2.
# Result under test: for an even number N of emitters and eta -> infinity the
# ground state tends to |0 photons> |S = N/2, m_x = 0>, with few photons and
# strong entanglement among the emitters.
# The ground state is found in the full 2^N emitter space times a Fock space.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh, expm
from scipy.stats import poisson
from scipy.special import comb
import mpmath as mp

rng = np.random.default_rng(7)


def collective(n):
    """Collective Sx, Sy, Sz on the full space of n two-level emitters."""
    pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]])]
    return [sum(np.kron(np.kron(np.eye(2**i), p / 2), np.eye(2**(n - i - 1)))
                for i in range(n)) for p in pauli]


def spin_block(s):
    """Real Sx, Sz and i*Sy for one spin of length s."""
    m = s - np.arange(int(2 * s) + 1)
    up = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, np.diag(m), (up - up.T) / 2


def fock_size(eta):
    return int(4 * eta**2 + 12 * eta + 30)


def lowering(nf):
    return sp.diags(np.sqrt(np.arange(1, nf)), 1, shape=(nf, nf))


def hamiltonian(sx, sz, w0, eta, nf, square=1.0):
    a, one = lowering(nf), sp.identity(nf)
    return sp.csc_matrix(
        sp.kron(sp.diags(np.arange(nf, dtype=float)), np.eye(len(sx)))
        + eta * sp.kron(a + a.T, sx)
        + sp.kron(one, square * eta**2 * sx @ sx + w0 * sz))


def ground(n, w0, eta, square=1.0, extra=0):
    sx, _, sz = [np.real(s) for s in collective(n)]
    nf = fock_size(eta) + extra
    h = hamiltonian(sx, sz, w0, eta, nf, square)
    below = -w0 * n / 2 - (1 - square) * eta**2 * n**2 / 4 - 0.1
    val, vec = eigsh(h, k=2, sigma=below, which='LM', ncv=60,
                     v0=rng.normal(size=h.shape[0]))
    order = np.argsort(val)
    return val[order], vec[:, order[0]].reshape(nf, 2**n), h


def photons(psi):
    return float(np.arange(len(psi)) @ np.sum(psi**2, axis=1))


def entropy(rho):
    p = np.linalg.eigvalsh(rho)
    p = p[p > 1e-15]
    return float(abs(-np.sum(p * np.log2(p))))


def log_negativity(rho):
    """Two emitters against the other two, for four emitters."""
    pt = rho.reshape(4, 4, 4, 4).transpose(2, 1, 0, 3).reshape(16, 16)
    return float(np.log2(np.sum(np.abs(np.linalg.eigvalsh(pt)))))


def virtual_sums(x):
    n = np.arange(1, 600)
    w = poisson.pmf(n, x)
    return np.sum(w / n), np.sum((-1.0)**n * w / n), np.sum(w / n**2)


N, w0 = 4, 1.0
S = N / 2
Sx, Sy, Sz = collective(N)
Sx, Sz = np.real(Sx), np.real(Sz)
perp = np.real(Sy @ Sy + Sz @ Sz)


def witness(rho):
    """Positive only for entangled emitters."""
    mean = np.real(np.trace(rho @ Sx))
    var = np.real(np.trace(rho @ Sx @ Sx)) - mean**2
    return float(np.real(np.trace(rho @ perp)) - N / 2 - (N - 1) * var)


# Polaron frame against the original frame
sx, sz, isy = spin_block(2)
eta, nf = 1.5, 80
a = lowering(2 * nf).toarray()
disp = expm(eta * (a.T - a))[:nf, :nf]
hop = np.kron(disp, sz - isy)
h_pol = np.kron(np.diag(np.arange(nf)), np.eye(5)) + w0 / 2 * (hop + hop.T)
e_pol = np.linalg.eigvalsh(h_pol)[:6]
e_lab = np.linalg.eigvalsh(hamiltonian(sx, sz, w0, eta, nf).toarray())[:6]
assert np.max(np.abs(e_pol - e_lab)) < 1e-8

# Bounds that control the coupling to excited polaron states
a = lowering(400).toarray()
root = np.sqrt(np.arange(1, 100))
scaled_norms = []
for eta in (2.0, 4.0, 6.0):
    d = expm(eta * (a.T - a))[1:100, 1:100] / np.outer(root, root)
    scaled_norms.append(eta * np.linalg.norm(d, 2))
    assert scaled_norms[-1] <= 1 + np.sqrt(2)
for x in (0.5, 4.0, 36.0, 144.0):
    f, g_alt, f2 = virtual_sums(x)
    closed = mp.exp(-x) * (mp.ei(x) - mp.euler - mp.log(x))
    closed_alt = -mp.exp(-x) * (mp.e1(x) + mp.log(x) + mp.euler)
    assert abs(f - float(closed)) < 1e-10
    assert abs(g_alt - float(closed_alt)) < 1e-10
    assert f2 <= 6 / x**2

print("N = %d, w0/wc = %.1f; energies in units of wc" % (N, w0))
print("eta * norm of n^-1/2 D n^-1/2 at eta=2,4,6: "
      + ", ".join("%.3f" % v for v in scaled_norms))
print("its upper bound 1+sqrt(2): %.3f" % (1 + np.sqrt(2)))

# Effective levels in the S = 2 and S = 1 sectors at eta = 6
eta = 6.0
x = eta**2
F = virtual_sums(x)[0]
print("levels at g/wc=6, F(36) = %.6f" % F)
for s in (2, 1):
    bx, bz, _ = spin_block(s)
    k = 2 * s + 1
    exact = eigh(hamiltonian(bx, bz, w0, eta, fock_size(eta)).toarray(),
                 eigvals_only=True, subset_by_index=[0, k - 1])
    m = np.arange(-s, s + 1)
    model = np.sort(-w0**2 * F / 2 * (s * (s + 1) - m**2))
    assert np.max(np.abs(exact - model)) < 30 / x**3   # next order in 1/x
    print(" S=%d exact: " % s + " ".join("%.5f" % v for v in exact))
    print(" S=%d model: " % s + " ".join("%.5f" % v for v in model))

# The limiting emitter state and its entanglement
vals, vecs = np.linalg.eigh(Sx @ Sx - (Sx @ Sx + perp))
target_op = 2 * Sx @ Sx - (Sx @ Sx + perp)
target = np.linalg.eigh(target_op)[1][:, 0]
assert np.linalg.norm(Sx @ target) < 1e-10
rho_t = np.outer(target, target)


def schmidt_weights(n):
    k = np.arange(n // 2 + 1)
    return comb(n // 2, k)**2 / comb(n, n // 2)


svd_p = np.linalg.svd(target.reshape(4, 4), compute_uv=False)**2
assert np.allclose(np.sort(svd_p)[-3:], np.sort(schmidt_weights(4)), atol=1e-10)
assert abs(witness(rho_t) - N**2 / 4) < 1e-10
for _ in range(300):
    state = np.ones(1)
    for _ in range(N):
        q = rng.normal(size=2) + 1j * rng.normal(size=2)
        state = np.kron(state, q / np.linalg.norm(q))
    assert witness(np.outer(state, state.conj())) < 1e-10
ln_t = log_negativity(rho_t)
print("limit state N=4: Schmidt weights "
      + ", ".join("%.4f" % p for p in schmidt_weights(4)))
print(" half-split entropy %.4f bit, log-negativity %.4f, witness %.4f"
      % (entropy(np.diag(schmidt_weights(4))), ln_t, witness(rho_t)))
for n in (10, 100):
    ent = entropy(np.diag(schmidt_weights(n)))
    approx = 0.5 * np.log2(np.pi * np.e * n / 8)
    print(" N=%d half-split entropy %.4f bit, large-N law %.4f bit"
          % (n, ent, approx))
assert abs(ent - approx) < 0.02

# Exact ground states through the whole coupling range
print("g/wc   E0/wc      gap/wc     <Sx^2>     <a'a>")
second = []
rows = {}
for eta in (0.0, 1.0, 2.0, 3.0, 4.0, 6.0, 8.0, 12.0):
    x = eta**2
    e, psi, h = ground(N, w0, eta)
    rho = psi.T @ psi
    sx2 = float(np.trace(rho @ Sx @ Sx))
    nph = photons(psi)
    fid = float(target @ rho @ target)
    one = np.einsum('ikjk->ij', rho.reshape(2, 8, 2, 8))
    rows[eta] = (e, sx2, nph, fid, entropy(rho), log_negativity(rho),
                 witness(rho), entropy(one))
    assert nph <= x * sx2 + 1e-10
    lowered = lowering(len(psi)) @ psi
    residual = (h @ lowered.ravel() + (1 - e[0]) * lowered.ravel()
                + eta * (psi @ Sx).ravel())
    assert np.linalg.norm(residual) < 1e-7
    print("%4.1f %10.6f %10.6f %10.3e %10.3e" % (eta, e[0], e[1] - e[0], sx2, nph))
    second.append("%4.1f %9.6f %9.6f %8.4f %8.4f %8.4f"
                  % ((eta,) + rows[eta][3:]))
print("g/wc  fidelity  S_em-ph   logneg  witness  S_one   (entropies: bit)")
print("\n".join(second))

assert abs(ground(N, w0, 4.0, extra=60)[0][0] - rows[4.0][0][0]) < 1e-9
for eta in (6.0, 8.0, 12.0):
    x = eta**2
    e, sx2, nph, fid, s_ep, ln, wit, s_one = rows[eta]
    gap_model = w0**2 * virtual_sums(x)[0] / 2
    assert abs((e[1] - e[0]) / gap_model - 1) < 30 / x**2
    assert fid > 0.99 and s_ep < 0.02 and wit > 3.9 and s_one > 0.99
    assert abs(ln - ln_t) < 0.05
coef = w0**2 * N * (N + 2) / 8
for eta in (8.0, 12.0):
    x = eta**2
    r1 = rows[eta][1] * x**2 / coef
    r2 = rows[eta][2] * x**3 / coef
    assert abs(r1 - 1) < 20 / x and abs(r2 - 1) < 20 / x   # 1/x corrections
    print("g/wc=%g exact/leading law: <Sx^2> %.4f, <a'a> %.4f" % (eta, r1, r2))

# Onset: overlap term against second-order splitting, at weak w0
eta, w_small = 3.5, 0.2
x = eta**2
F, G, _ = virtual_sums(x)
tp = sz - isy
h_eff = (w_small * np.exp(-x / 2) * sz
         - w_small**2 / 4 * (F * (tp @ tp.T + tp.T @ tp)
                             + G * (tp @ tp + tp.T @ tp.T)))
v = np.linalg.eigh(h_eff)[1][:, 0]
n_model = x * float(v @ sx @ sx @ v)
n_exact = photons(ground(N, w_small, eta)[1])
assert abs(n_exact / n_model - 1) < 0.10   # neglected orders in w0^2
print("onset, w0/wc=%.1f, g/wc=%.1f: <a'a> exact %.4f, effective model %.4f"
      % (w_small, eta, n_exact, n_model))

# What fails for odd N, and without the Sx^2 term
n_odd = photons(ground(3, w0, 4.0)[1])
n_bare = photons(ground(4, w0, 3.0, square=0.0)[1])
assert abs(n_odd / (4.0**2 / 4) - 1) < 0.10
assert abs(n_bare / (N**2 * 3.0**2 / 4) - 1) < 0.02
print("odd N=3, g/wc=4: <a'a> = %.4f, law eta^2/4 = %.4f" % (n_odd, 4.0**2 / 4))
print("N=4 without Sx^2, g/wc=3: <a'a> = %.4f, law N^2 eta^2/4 = %.4f"
      % (n_bare, N**2 * 3.0**2 / 4))
print("all tests passed")
```

It prints:

```
N = 4, w0/wc = 1.0; energies in units of wc
eta * norm of n^-1/2 D n^-1/2 at eta=2,4,6: 1.296, 1.226, 1.063
its upper bound 1+sqrt(2): 2.414
levels at g/wc=6, F(36) = 0.028596
 S=2 exact: -0.08560 -0.07136 -0.07136 -0.02861 -0.02861
 S=2 model: -0.08579 -0.07149 -0.07149 -0.02860 -0.02860
 S=1 exact: -0.02857 -0.01430 -0.01430
 S=1 model: -0.02860 -0.01430 -0.01430
limit state N=4: Schmidt weights 0.1667, 0.6667, 0.1667
 half-split entropy 1.2516 bit, log-negativity 1.4150, witness 4.0000
 N=10 half-split entropy 1.7830 bit, large-N law 1.7081 bit
 N=100 half-split entropy 3.3763 bit, large-N law 3.3690 bit
g/wc   E0/wc      gap/wc     <Sx^2>     <a'a>
 0.0  -2.000000   1.000000  1.000e+00  3.047e-32
 1.0  -1.592639   0.363251  7.504e-01  2.603e-01
 2.0  -0.878205   0.161955  4.825e-01  9.849e-01
 3.0  -0.374216   0.063753  1.481e-01  7.859e-01
 4.0  -0.198670   0.032696  1.460e-02  8.349e-03
 6.0  -0.085597   0.014233  2.514e-03  8.897e-05
 8.0  -0.047599   0.007927  7.673e-04  1.366e-05
12.0  -0.020977   0.003496  1.477e-04  1.086e-06
g/wc  fidelity  S_em-ph   logneg  witness  S_one   (entropies: bit)
 0.0  0.375000  0.000000   0.0000   0.0000   0.0000
 1.0  0.447606  0.608113   0.2553   0.9982   0.3089
 2.0  0.573944  0.952926   0.6140   2.0700   0.6731
 3.0  0.856646  0.551940   1.1918   3.4076   0.9073
 4.0  0.985421  0.018121   1.3938   3.9416   0.9720
 6.0  0.997487  0.001181   1.4114   3.9899   0.9947
 8.0  0.999233  0.000226   1.4139   3.9969   0.9984
12.0  0.999852  0.000022   1.4148   3.9994   0.9997
g/wc=8 exact/leading law: <Sx^2> 1.0476, <a'a> 1.1940
g/wc=12 exact/leading law: <Sx^2> 1.0210, <a'a> 1.0805
onset, w0/wc=0.2, g/wc=3.5: <a'a> exact 1.5024, effective model 1.4902
odd N=3, g/wc=4: <a'a> = 3.9755, law eta^2/4 = 4.0000
N=4 without Sx^2, g/wc=3: <a'a> = 35.9717, law N^2 eta^2/4 = 36.0000
all tests passed
```
